Slater–Koster p-d and d-d Tables from Rotations of Real Harmonics, part 2

We seek p-d and d-d blocks h(u) of the two-centre operator (Hartree atomic units)

ĥ_u = −½∇² + v_A(|r|) + v_B(|r − τu|). (8)

Atom A is at the origin, B at τu; u = (l, m, n) is a unit vector. A rotation R with Rẑ = u, acting on functions as P, gives

P ĥ_ẑ P⁻¹ = ĥ_u. (15)
h(u) = D Λ D'ᵀ. (18)

D and D' are orthogonal rotation matrices (D = R for p); Λ is the block for u = ẑ. In cylindrical coordinates about ẑ, with F and F̃ depending on ρ and z,

ĥ_ẑ[F cos μφ] = F̃ cos μφ, ĥ_ẑ[F sin μφ] = F̃ sin μφ, (21)

so Λ has one parameter per μ = 0, 1, 2 (σ, π, δ). For p-d:

Λ_z,3z²−r² = V_pdσ, Λ_x,zx = Λ_y,yz = V_pdπ. (22)

R has columns e₁, e₂, u; one choice, with polar angles θ, φ₀ of u, is

e₁ = (cos θ cos φ₀, cos θ sin φ₀, −sin θ),
e₂ = (−sin φ₀, cos φ₀, 0). (25)

e₁e₁ᵀ + e₂e₂ᵀ = 1 − uuᵀ. (30)

Symmetric traceless matrices Q_a represent the d functions. With w_a = Q_a u, q_a = u·w_a and s_a = √(3/2) q_a,

h_ia = √(3/2) u_i q_a V_pdσ + √2 (w_a,i − u_i q_a) V_pdπ. (31)

h_ab = (3/2) q_a q_b V_ddσ + 2(w_a·w_b − q_a q_b) V_ddπ
+ (δ_ab − 2w_a·w_b + ½ q_a q_b) V_ddδ. (34)

In formulas A and B now denote numbers:

A = l² − m², B = l² + m², C = n² − B/2, (35)

so 1 + 2C = 3n² and 1 − C = 3B/2.

√2 w_xy = (m, l, 0), √2 w_yz = (0, n, m), √2 w_zx = (n, 0, l),
√2 w_x²−y² = (l, −m, 0), √2 w_3z²−r² = (−l, −m, 2n)/√3. (36)

s = (√3 lm, √3 mn, √3 nl, (√3/2)A, C). (37)

Table (39) lists the σ ; π coefficients of (31), including

(x, yz): √3 lmn ; −2lmn

**The d-d table.** Write p_ab = 2w_a·w_b. Since q_aq_b = (2/3)s_as_b, equation (34) has the coefficients

σ: s_as_b,
π: p_ab − (4/3)s_as_b,
δ: δ_ab − p_ab + (1/3)s_as_b. (40)

The scalar products of the vectors (36), in the order xy, yz, zx, x² − y², 3z² − r² and numbered 1 to 5, are

p₁₁ = B, p₁₂ = ln, p₁₃ = mn, p₁₄ = 0, p₁₅ = −2lm/√3,
p₂₂ = m² + n², p₂₃ = lm, p₂₄ = −mn, p₂₅ = mn/√3,
p₃₃ = l² + n², p₃₄ = ln, p₃₅ = ln/√3,
p₄₄ = B, p₄₅ = −A/√3, p₅₅ = (B + 4n²)/3. (41)

Most entries follow by direct substitution. Those containing 3z² − r² use 1 + 2C = 3n² and 1 − C = 3B/2 from above, together with

1 − 4C = 3(B − n²), 2 + C = (3/2)(1 + n²). (42)

For the last diagonal entry, multiply B + 4n² by B + n² = 1 to make all terms quartic. With 4C² = 4n⁴ − 4n²B + B²,

π: (1/3)(B² + 5n²B + 4n⁴ − 4C²) = 3n²B,
δ: 1 − C² − 3n²B = ¾B². (43)

The second line uses the fact that the three coefficients in (40) add to δ_ab, which is one for a diagonal entry. The σ coefficient is C² by (37), so the δ coefficient is 1 − C² − 3n²B. With C² = n⁴ − n²B + ¼B², the sum C² + 3n²B + ¾B² equals n⁴ + 2n²B + B² = (B + n²)² = 1, which gives ¾B². The table lists the coefficients of V_ddσ, V_ddπ and V_ddδ in that order.

(xy, xy): 3l²m² ; B − 4l²m² ; n² + l²m²
(xy, yz): 3lm²n ; ln(1 − 4m²) ; ln(m² − 1)
(xy, zx): 3l²mn ; mn(1 − 4l²) ; mn(l² − 1)
(xy, x²−y²): (3/2)lmA ; −2lmA ; ½lmA
(xy, 3z²−r²): √3 lmC ; −2√3 lmn² ; (√3/2)lm(1 + n²)
(yz, yz): 3m²n² ; m² + n² − 4m²n² ; l² + m²n²
(yz, zx): 3lmn² ; lm(1 − 4n²) ; lm(n² − 1)
(yz, x²−y²): (3/2)mnA ; −mn(1 + 2A) ; mn(1 + A/2)
(yz, 3z²−r²): √3 mnC ; √3 mn(B − n²) ; −(√3/2)mnB
(zx, zx): 3l²n² ; l² + n² − 4l²n² ; m² + l²n²
(zx, x²−y²): (3/2)lnA ; ln(1 − 2A) ; −ln(1 − A/2)
(zx, 3z²−r²): √3 lnC ; √3 ln(B − n²) ; −(√3/2)lnB
(x²−y², x²−y²): ¾A² ; B − A² ; n² + ¼A²
(x²−y², 3z²−r²): (√3/2)AC ; −√3 n²A ; (√3/4)(1 + n²)A
(3z²−r², 3z²−r²): C² ; 3n²B ; ¾B² (44)

The entries below the diagonal follow from h_ab = h_ba, which is evident in (34).

**Reversing the bond.** When u changes sign, w_a changes sign and q_a does not. Equation (31) is therefore odd and (34) even. Suppose next that the two atoms are identical and that the d orbital is on the left and the p orbital on the right. The operator is real and symmetric, so the orbitals may be interchanged in the integral. Seen from the p orbital, the d orbital lies along −u, and hence

h_dp(u) = [h_pd(−u)]ᵀ = −[h_pd(u)]ᵀ. (45)

For unlike atoms the d-p block has parameters of its own, since different radial functions and potentials enter.

**Direction-independent quantities.** A p-d block is a 3×5 matrix and has no eigenvalues. Its singular values are the square roots of the eigenvalues of hhᵀ. From (18) and D'ᵀD' = 1,

hhᵀ = D ΛΛᵀ Dᵀ, ΛΛᵀ = diag(V_pdπ², V_pdπ², V_pdσ²). (46)

The p rotation matrix has columns e₁, e₂ and u, so (30) gives

hhᵀ = V_pdπ² 1 + (V_pdσ² − V_pdπ²)uuᵀ. (47)

The singular values are |V_pdσ| once and |V_pdπ| twice, for every u. When |V_pdσ| ≠ |V_pdπ|, the line of the bond survives in the singular vectors: the σ vector on the p side is ±u, with a free sign. The signs of the parameters are lost in the singular values. The block fixes them once the sense of u is known; it cannot do so alone, since by the oddness of (31) the block for u equals the block for −u with both parameters reversed in sign. Because u·w_a = q_a, the π part of (31) vanishes when multiplied by u, and Σ_a s_a² = 1, so

V_pdσ = Σ_ia u_i h_ia s_a. (48)

For d-d, h = DΛDᵀ is an orthogonal similarity transformation. The eigenvalues are V_ddσ once, V_ddπ twice and V_ddδ twice. They describe a coupling block and are not energy levels. Levels would also require the on-site blocks and, for nonorthogonal orbitals, the overlap matrix.

**A model with directly computed integrals.** Two identical attractive Gaussian wells of depth 4 hartree and exponent 0.2 bohr⁻² are placed 5 bohr apart. Each centre carries normalized orbitals formed from a solid harmonic S_L, of degree L = 1 or 2, times exp(−αr²), with α = 0.2 bohr⁻² for p and 0.3 bohr⁻² for d. These are chosen parameters, and the orbitals are not eigenstates of the wells.

The kinetic energy follows from ∇²S_L = 0 and r·∇S_L = L S_L:

∇²(S_L e^(−αr²)) = [4α²r² − 2α(2L + 3)] S_L e^(−αr²). (49)

The part −6α comes from the Laplacian of the Gaussian and −4αL from the cross term. Each integrand is then a polynomial times a product of Gaussians. Such a product is a single Gaussian about the weighted mean of the centres, so Gauss–Hermite quadrature with enough points has no error except rounding. This calculation makes no use of rotation matrices.

With the bond along z the integrals give

V_pdσ = −0.3671, V_pdπ = 0.1303 hartree,
V_ddσ = −0.3022, V_ddπ = 0.1840, V_ddδ = −0.0287 hartree. (50)

In electronvolts these are −9.99 and 3.55 for p-d, and −8.22, 5.01 and −0.78 for d-d. They depend on the zero of energy: adding a constant c to the potential adds c times the overlap to each parameter. The corresponding overlaps are 0.239 and −0.104 for p-d, and 0.229, −0.153 and 0.024 for d-d.

Now turn the bond to u = (2, 3, 6)/7, whose three cosines are all different and nonzero. The table gives for (x, xy)

√3 l²m = 12√3/343 = 0.0606, m(1 − 2l²) = 123/343 = 0.3586,
h = 0.0606(−0.3671) + 0.3586(0.1303) = 0.0245 hartree. (51)

For (xy, xy) the three coefficients are 108/2401 = 0.0450, 493/2401 = 0.2053 and 1800/2401 = 0.7497, and

h = 0.0450(−0.3022) + 0.2053(0.1840) + 0.7497(−0.0287)
= 0.0027 hartree. (52)

Direct integration along the tilted bond gives 0.0245 and 0.0027 hartree. The small second value is a cancellation between a positive π part and negative σ and δ parts. Over 24 directions the largest absolute difference between a table entry and its direct integral is 8 × 10⁻¹⁶, in hartree for the Hamiltonian and without unit for the overlap. This is rounding error.

The singular values of the directly integrated p-d block are 0.3671, 0.1303 and 0.1303 hartree along (0,0,1), (1,1,0), (1,1,1) and (2,3,6) alike. The d-d eigenvalues are −0.3022, −0.0287 twice and 0.1840 twice in all four cases.

**What the invariants can detect.** Suppose the π coefficient of (x, yz) is given the wrong sign, +2lmn. The singular values for u = (2, 3, 6)/7 become 0.3591, 0.1425 and 0.1101 hartree: the degenerate pair splits. The sum of their squares is the sum of all squared elements, and its change is

(lmn)²[(√3 V_pdσ + 2V_pdπ)² − (√3 V_pdσ − 2V_pdπ)²]
= 8√3 (lmn)² V_pdσ V_pdπ. (53)

The change vanishes if any cosine is zero. In fact the faulty entry itself is then correct, so directions such as (0,0,1) and (1,1,0) cannot reveal this fault. A check needs a bond outside the coordinate planes.

Other faults leave the invariants untouched in every direction. If R is replaced by its inverse throughout, (18) becomes DᵀΛD'. The outer matrices are still orthogonal, and the singular values remain 0.3671, 0.1303 and 0.1303 hartree. Yet for u = (2, 3, 6)/7 and the choice of R in (25), one element of the p-d block is wrong by 0.423 hartree, more than the largest singular value. The size of this error depends on the choice of R, since a turn about the bond no longer cancels. The matrix obtained is a valid block for the bond direction Rᵀẑ instead of Rẑ. Constant invariants are thus necessary for a correct table but not sufficient, and a comparison of the elements themselves is required.

**Where the two-centre form fails.** Add a third well of the same shape at the fixed point (2, 0, 1) bohr. The p-d singular values are then 0.668, 0.215 and 0.204 hartree for the bond along z, and 0.779, 0.239 and 0.232 hartree for the bond along (2, 3, 6)/7. The potential now depends on the angle about the bond, which invalidates (21), and a single off-axis well leaves no symmetry that keeps the two π partners equal; in both cases above the pair splits. Dependence on the angle does not always split it: if extra wells are arranged with fourfold symmetry about the bond, hhᵀ commutes with the quarter turn and the pair stays degenerate. The values change with direction because the third well lies differently relative to each bond, which invalidates (15).

If the third well were turned together with the bond, (15) and hence (18) would hold again. The singular values would then be independent of the orientation of the whole arrangement, but Λ would in general no longer have the sparse form (22). In a molecule or solid, the tables (39) and (44) are therefore exact for overlaps and for the two-centre operator (8), whose potentials are spherical about A and B, given orbitals with spherical-harmonic angular parts and one radial function shared by all members of a shell. The derivation uses only that the potential depends on ρ and z alone, for (21), and turns with the bond, for (15). The tables therefore also remain exact when further spherical potentials lie on the bond axis and turn with it, as in a linear molecule whose potential is symmetric about its axis; the parameters then depend on those atoms as well as on the distance. When the rest of the potential is not symmetric about the bond, as is usual in a nonlinear molecule or a solid, applying the tables to the full matrix elements is in general an approximation that neglects this part or absorbs it in fitted parameters.

Calculated quantities

```
p, d orbital exponents (bohr^-2): 0.2 0.3
well depth (hartree): 4.0; well exponent (bohr^-2): 0.2
bond length (bohr): 5.0
table coefficients proved symbolically (count): 105
V_pd sigma, pi (hartree): -0.367103 0.130281
V_dd sigma, pi, delta (hartree): -0.302239 0.183991 -0.028682
V_pd sigma, pi (eV): -9.9894 3.5451
V_dd sigma, pi, delta (eV): -8.2243 5.0067 -0.7805
S_pd sigma, pi (dimensionless): 0.239373 -0.103652
S_dd sigma, pi, delta (dimensionless): 0.229298 -0.152865 0.023518
example direction cosines l, m, n: 0.285714 0.428571 0.857143
(x,xy) coefficients sigma, pi: 0.060597 0.358601
(xy,xy) coefficients sigma, pi, delta: 0.044981 0.205331 0.749688
columns: xy, yz, zx, x2-y2, 3z2-r2
direct p-d row x (hartree): 0.024474 -0.094083 0.048948 0.050290 -0.110514
direct p-d row y (hartree): -0.009818 -0.029455 -0.094083 -0.036234 -0.165770
direct p-d row z (hartree): -0.094083 -0.226415 -0.150943 0.039201 -0.138123
direct d-d row xy (hartree): 0.002681 -0.023097 0.028005 0.010442 -0.101207
direct d-d row yz (hartree): -0.023097 -0.058910 -0.124319 -0.046800 -0.168304
direct d-d row zx (hartree): 0.028005 -0.124319 0.044689 0.072967 -0.112202
direct d-d row x2-y2 (hartree): 0.010442 -0.046800 0.072967 0.023391 0.042169
direct d-d row 3z2-r2 (hartree): -0.101207 -0.168304 -0.112202 0.042169 -0.003471
p-d singular values (0,0,1) (hartree): 0.367103 0.130281 0.130281
p-d singular values (1,1,0)/sqrt2 (hartree): 0.367103 0.130281 0.130281
p-d singular values (1,1,1)/sqrt3 (hartree): 0.367103 0.130281 0.130281
p-d singular values (2,3,6)/7 (hartree): 0.367103 0.130281 0.130281
d-d eigenvalues (0,0,1) (hartree): -0.302239 -0.028682 -0.028682 0.183991 0.183991
d-d eigenvalues (1,1,0)/sqrt2 (hartree): -0.302239 -0.028682 -0.028682 0.183991 0.183991
d-d eigenvalues (1,1,1)/sqrt3 (hartree): -0.302239 -0.028682 -0.028682 0.183991 0.183991
d-d eigenvalues (2,3,6)/7 (hartree): -0.302239 -0.028682 -0.028682 0.183991 0.183991
directions tested by direct integration (count): 24
largest table error, H (hartree) or S (no unit): 7.8e-16
largest invariant error (hartree): 1.0e-15
wrong (x,yz) pi sign, singular values (hartree): 0.359122 0.142539 0.110111
inverse rotation, singular values (hartree): 0.367103 0.130281 0.130281
inverse rotation, largest element error (hartree): 0.423060
third well position (bohr): 2.0 0.0 1.0
third well, bond (0,0,1), singular values (hartree): 0.667993 0.214807 0.204236
third well, bond (2,3,6)/7, singular values (hartree): 0.779430 0.238925 0.231968
```
